Even and Odd Widths of Two Orbitals on One Channel

Q: An orbital beside a conducting channel leaks into it and has some level width. I put a second, identical orbital farther along the channel, too far away for the two to overlap. Why should the first one care?

A: Because both emit into the same wave. What follows depends on how that wave interferes with itself, so the model has to be fixed first.

The orbitals |1⟩ and |2⟩ have energy E0 and sit at x₁ = −d/2 and x₂ = +d/2. The channel is one-dimensional, with one open band of mass m, and energies are counted from the band edge, with E0 > 0. Each orbital is coupled to the channel at a single point with real strength g, whose unit is energy times the square root of length. There is one electron, and no direct overlap, vibration or electron repulsion. Let a₁ and a₂ be the orbital amplitudes and ψ(x) the channel amplitude. The stationary Schrödinger equation is

E aⱼ = E0 aⱼ + g ψ(xⱼ), j = 1, 2

E ψ(x) = −(ħ²/2m) ψ″(x) + g [a₁ δ(x − x₁) + a₂ δ(x − x₂)].

Q: You have infinitely many channel amplitudes and I care about two numbers. How do you remove the channel without approximating?

A: The second equation is linear, with two point sources, so it is solved by the response G to one unit source:

[E + (ħ²/2m) d²/dx²] G(x) = δ(x)

ψ(x) = g [a₁ G(x − x₁) + a₂ G(x − x₂)].

No wave comes in from outside, so G must be outgoing on both sides of its source: G(x) = C exp(ik|x|), with E = ħ²k²/2m. Integrating the equation for G across x = 0 leaves the jump of the slope, which is 2ikC. Therefore

(ħ²/2m)(2ikC) = 1

C = m/(iħ²k) = −i/(ħv), with v = ħk/m.

Inserting ψ(xⱼ) into the orbital equations gives

(E − E0) a₁ = Σ₁₁ a₁ + Σ₁₂ a₂

(E − E0) a₂ = Σ₁₂ a₁ + Σ₁₁ a₂

Σ₁₁ = g²G(0) = −iΓ, Σ₁₂ = g²G(d) = −iΓ exp(ikd), Γ = g²/(ħv).

Nothing has been approximated. The price is that Σ₁₁ and Σ₁₂ depend on E through k and v.

Q: What is Γ for one orbital alone? Factors of two get lost in widths.

A: If only orbital 1 exists and Γ is taken at E0, then E = E0 − iΓ. The amplitude varies as exp(−iEt/ħ) and so contains exp(−Γt/ħ), and the population falls as exp(−2Γt/ħ). Γ is thus the half-width of the level at half maximum, and the lifetime of the population is ħ/(2Γ).

Q: And with both orbitals present?

A: The two equations are unchanged when 1 and 2 are exchanged, so the solutions are even or odd: a₂ = σa₁ with σ = +1 or −1. Either equation then gives

E − E0 = Σ₁₁ + σΣ₁₂ = −iΓ [1 + σ exp(ikd)].

Write exp(ikd) = cos kd + i sin kd. The product −iΓ · σ · i sin kd equals +σΓ sin kd, which is real. With k, v and Γ evaluated at E0,

E₊ = E0 + Γ sin kd − iΓ(1 + cos kd)

E₋ = E0 − Γ sin kd − iΓ(1 − cos kd).

The half-widths are Γ(1 ± cos kd), and they come with energy shifts of opposite sign. These half-widths add up to 2Γ at any spacing: one state loses what the other gains.

Q: That is algebra. Where does the missing leakage go?

A: Look at the wave that leaves. Take a₁ = 1/√2 and a₂ = σ/√2. To the right of both orbitals,

ψ(x) = −(ig/√2ħv) exp(ikx) [exp(ikd/2) + σ exp(−ikd/2)].

The squared modulus of the bracket is 2 + 2σ cos kd, so

|ψ|² = g²(1 + σ cos kd)/(ħv)² = Γ(1 + σ cos kd)/(ħv).

The current to the right is v|ψ|², and by symmetry an equal current leaves to the left. The total loss rate is (2Γ/ħ)(1 + σ cos kd), which is twice the half-width divided by ħ, as it must be. The width is small when the two emitted waves cancel outside the pair, and doubled when they add.

Q: So at kd = π the even state stops leaking. But you froze k and Γ at E0. Surely the true energy dependence restores a small width?

A: It doesn't. The unfrozen condition is

z = E0 − iΓ(z) [1 + σ exp(ik(z)d)],

where z is the complex energy and a decaying state has Im k < 0. Suppose k(E0)d = nπ, with n a positive integer. Then exp(ikd) = (−1)ⁿ, and the bracket vanishes for σ = +1 if n is odd and for σ = −1 if n is even. The right side is then E0 itself, whatever Γ is, so z = E0 is a solution without approximation.

The converse also holds. A bound state at a positive energy E can have no outgoing wave, so 1 + σ cos kd = 0 at that E. Then exp(ikd) = −σ, the self-energy is zero, and E must equal E0. In this model the condition for a state inside the band that never leaks is therefore

E0 = (ħ²/2m)(nπ/d)².

Notice that the shift vanishes there as well. If it did not, the state would move away from the energy at which its waves cancel.

Q: Then that combination of orbitals is simply disconnected from the channel.

A: No. It is disconnected from the outside only. Between the orbitals, for the dark parity σ,

ψ(x) = −(ig/√2ħv) exp(ikd/2) [exp(ikx) + σ exp(−ikx)].

This is a standing wave. The squared modulus of the bracket is 4cos²kx for the even state and 4sin²kx for the odd one. Over a length d = nπ/k, either cos² or sin² integrates to d/2. Hence

∫|ψ|²dx = [g²/2(ħv)²] · 4 · (d/2) = g²d/(ħv)² = Γd/(ħv).

The orbital part was normalized to 1, so the share of the bound state that sits on the orbitals is

Z = 1/[1 + Γd/(ħv)].

The standing wave has nodes at both orbitals. The term gψ(xⱼ) therefore vanishes, which is why the energy is exactly E0. The orbitals act as two mirrors that hold the wave between them.

Q: Can I get Z another way?

A: Yes, from the slope of the self-energy, since the orbital share of a bound state is 1/(1 − dΣ/dE). Let Σσ = −iΓ[1 + σ exp(ikd)]. Two things depend on E: Γ is proportional to 1/k, so dΓ/dE = −Γ/(2E), and dk/dE = 1/(ħv). Thus

dΣσ/dE = −Σσ/(2E) + σ(Γd/ħv) exp(ikd).

For the dark state Σσ = 0 and σ exp(ikd) = −1. The slope is −Γd/(ħv), and the same Z follows.

Q: When may I use the simple widths for the states that do leak?

A: Expand the full condition once around E0:

z − E0 ≈ Σσ(E0) [1 + dΣσ/dE].

The corrections are small when Γ ≪ E0 and Γd/(ħv) ≪ 1. The first says that the band looks wide on the scale of the level. The second says that the wave crosses the pair long before the orbitals have decayed.

If d is made very large, the second condition fails. Until about the time d/v neither orbital is noticeably affected by the other, so each decays alone at the rate 2Γ/ħ, and the half-widths Γ(1 ± cos kd) do not describe the early decay, even for an even or odd start.

In the opposite limit, kd ≪ 1, the half-widths become

Γ₊ ≈ 2Γ, Γ₋ ≈ Γ(kd)²/2.

The odd state is then nearly dark but not bound, and this limit is useful only if the orbitals still do not overlap directly.

Q: Give me numbers, and say what they stand for.

A: Imagine two silicon dangling bonds in the oxide beside a thin [110] silicon nanowire, brought by a gate into resonance with its lowest electron subband. I take m = 0.19 electron masses, Γ = 1 meV and d = 6 nm, and choose E0 so that kd = π:

k = π/(6 nm) = 0.5236 nm⁻¹

E0 = ħ²k²/2m = 55.0 meV, ħv = 0.210 eV nm

Γ/E0 = 0.018, Γd/(ħv) = (0.001 × 6)/0.210 = 0.029.

Both small parameters are small. An isolated orbital would lose its population with a lifetime of 329 fs, whereas the wave crosses 6 nm at 3.19 × 10⁵ m/s in about 19 fs.

The simple formula gives a half-width of 0 for the even state and 2 meV for the odd one. The full condition keeps the 0 and changes the 2 to 2.059 meV, with a shift of +0.040 meV. The expansion explains both changes. For the odd state Σ = −2iΓ and σ exp(ikd) = +1, so

z − E0 ≈ −2iΓ (1 + 0.029 + 0.018i) = (0.036 − 2.06i) meV.

The delay across the pair raises the width, and the fall of Γ with energy produces the shift.

Q: And if I move the orbitals but hold E0 and Γ fixed?

A: At 3 nm, kd = π/2 and the cosine vanishes. The simple half-widths are both 1 meV, but the levels are split by shifts of ±1 meV. So equal widths do not mean that the orbitals ignore each other. At 4 nm, kd = 2π/3, and the half-widths are 0.5 meV (even) and 1.5 meV (odd), with shifts of ±0.87 meV. At 12 nm, kd = 2π and the roles are exchanged: the odd state is dark and the even one has 2 meV, or 2.127 meV from the full condition. That correction is larger than at 6 nm because Γd/(ħv) has doubled.

Q: All of this rests on your outgoing G. Is there evidence that doesn't use it?

A: The channel was replaced by a chain of 1401 points, 0.5 nm apart, with the two orbitals attached. The whole Hamiltonian was diagonalized and the electron followed in time. The decay and phase of the orbital amplitude between 100 and 500 fs give a complex energy. At the four spacings, for both parities, it was required to agree with the full condition within 0.06 meV, and it did. The odd state at 6 nm, for example, has 2.077 meV in the chain against 2.059 meV.

That difference of 0.9 % can be traced. With a the chain step and q the chain wave number at E0, the chain's dispersion gives 2 sin(qa/2) = ka and a velocity v√(1 − k²a²/4). Here ka = 0.262, so the velocity is 0.9 % lower and Γ is 0.9 % higher. The wave number is also about 0.3 % too large, which accounts for the dark even state at 6 nm appearing at −0.009 meV instead of 0. The 0.002 meV listed as its half-width is not the leak of that state, which in the chain is only 0.00004 meV and comes from the same offset in wave number. The table shows only the size of the fitted slope. Here the slope is that of a slight growth, picked up from the small non-exponential part of the signal, and its sign changes with the fitting window.

Q: Suppose I put the electron on one orbital and wait. Does it escape or not?

A: Partly. Start first in the dark combination. Its overlap with the bound state has squared modulus Z. The remainder leaves, and of what stays a fraction Z is on the orbitals. At late times

population on the orbitals = Z²

population in the wave between them = Z(1 − Z).

A single orbital is an equal mixture of even and odd, with amplitude 1/√2 for each. The bright half escapes, so the two orbitals together keep Z²/2, or Z²/4 each.

At 6 nm, Z = 0.972. The formulas give 0.945 on the orbitals and 0.027 between them after a dark start, and 0.473 on the orbitals after a one-orbital start. The chain, averaged from 1200 to 1500 fs, gives 0.944, 0.028 and 0.472. So an electron put on one orbital stays on the pair with a probability of just under one half.

Q: Is that dark state the only bound state? A one-dimensional channel binds very easily.

A: There is another, just below the band edge, because a level above the edge pushes the channel states down. For E = −ε the wave number is imaginary, k = iκ, and for κd ≪ 1 the even self-energy is about −2Γ√(E0/ε), with Γ still taken at E0. Setting −ε − E0 equal to this, with ε ≪ E0, gives

ε ≈ 4Γ²/E0 ≈ 0.07 meV.

The slope of that self-energy is about −E0/(2ε), so the orbital share is about 2ε/E0. At 6 nm κd is 0.11, and keeping the factor exp(−κd) gives ε = 0.065 meV and a share of 0.0022. For an electron starting in the even combination, this state adds about the square of that share, some 5 × 10⁻⁶, to the time-averaged population on the orbitals. At 6 nm the dark state is even too, so the two amplitudes beat: at times long against ħ/ε ≈ 10 ps the population swings about its mean by twice the product of the two shares, roughly ±0.004, with a period h/E0 of about 75 fs. Earlier, the channel states just above the edge still take part and the swing is larger, about ±0.007 in the chain between 1200 and 1500 fs. The late-time populations given above are therefore time averages.

Q: Two real defects are never identical. What does a small difference in their levels do?

A: It mixes dark with bright. Let the levels be E0 + δ/2 and E0 − δ/2, with kd = nπ. In the basis of the dark and bright combinations, the diagonal energies relative to E0 are 0 and −2iΓ, and the difference δ couples them with strength δ/2. The eigenvalues λ obey

λ(λ + 2iΓ) − δ²/4 = 0

λ = −iΓ ± i√(Γ² − δ²/4).

For δ < 2Γ the half-widths are Γ ∓ √(Γ² − δ²/4). The smaller one begins as δ²/(8Γ), because √(Γ² − δ²/4) ≈ Γ − δ²/(8Γ). For δ > 2Γ the square root turns imaginary: the levels separate in energy, and both half-widths equal Γ. The interference has then disappeared from the widths. This holds with k and Γ frozen at E0. The full condition gives 0.78 and 1.28 meV at δ = 2Γ and 1.03 meV for both at δ = 3 meV. At δ = 25 meV it gives 0.93 and 1.17 meV, mainly because Γ falls with energy.

With δ = 1.2 meV the formula leaves the dark state 1 − √(1 − 0.36) = 0.200 meV. The full condition gives 0.193 meV and the chain 0.191 meV. To keep the residual half-width at 0.1Γ, the mismatch must be

δ = 2Γ√(1 − 0.9²) = 0.87 meV.

Q: Then there is scattering in the wire. Does the wave from one orbital even reach the other intact?

A: Describe scattering by a lifetime τ of the channel wave, and count a scattered electron as lost to the interference. To first order in the damping, k becomes k + i/(2l), where l = vτ is the mean free path. The cross term Σ₁₂ gains a factor exp(−d/2l), the waves no longer cancel fully, and the dark state acquires the half-width

Γ [1 − exp(−d/2l)].

Estimate τ from a mobility μ by τ = μm/e. A rough 200 cm²/Vs at 300 K gives l = 6.9 nm and a half-width of 0.35Γ. A rough 1000 cm²/Vs at 4 K gives l = 34.5 nm and 0.08Γ. These are estimates, since mobility measures the loss of momentum, which is not the same as the loss of phase. A mobility also describes carriers near the band edge, whereas this electron is 55 meV above it and can emit phonons even at 4 K.

Q: Would I find this dark state in an ordinary transistor, then?

A: I would not expect it. An ordinary dangling bond at the silicon–oxide interface has its levels in the silicon gap. There k = iκ, so Σ₁₁ and Σ₁₂ are real: the channel can shift and split the levels, but it gives them no width. Hence the choice of oxide defects tuned into the band. Γ = 1 meV corresponds to a depth of about 0.6 nm for a rough barrier of 3.1 eV, an oxide mass of 0.4 and a prefactor of 1 eV. At 5 MV/cm, a depth difference of just 0.05 nm produces a mismatch of 25 meV. That alone exceeds 2Γ by far, so the interference disappears from the widths. If such a field ends on electrons in the wire, it also draws about two of them into every 6 nm along a face 3 nm wide, and the channel is then not empty, as the model assumes. The repulsion between two electrons on the pair, about 31 meV with a mean permittivity of 7.8, also exceeds Γ, so the result is confined to a single electron.

The most severe omission is the motion of the lattice around the defect. With a rough relaxation energy of 0.5 eV and phonons of 60 meV, the Huang–Rhys number is 8.3. At zero temperature the fraction of g² that belongs to an undisturbed lattice is exp(−8.3), about 2 × 10⁻⁴. The elastic half-width shrinks by that factor, and the tolerable mismatch shrinks with it. Where the energy allows it, escape that creates a phonon at one defect records which orbital emitted, and so does not cancel.

Q: Is anything in the example harmless?

A: Some things are, and one is marginal. A spacing error of 0.2 nm leaves the dark state 1 − cos(0.105) = 0.0055 of Γ, and direct tunnelling between the orbitals through 6 nm of oxide is of order 10⁻¹⁵ eV. For a hard-wall wire 3 nm wide, the other valleys open at 87 meV and the next subband at 136 meV, both above E0. Hard walls overstate these gaps. With the 3.1 eV barrier and oxide mass of 0.4 used above, a finite-well estimate puts the other valleys at about 59 meV for 3.0 nm and 53 meV for 3.2 nm, so the single open band is marginal at E0 = 55 meV. The lowest subband has two silicon valleys, and a splitting of 2 meV between them leaves about 0.001Γ, provided both orbitals couple to the two valleys in the same way. Defects displaced across the wire need not do so.

Q: So what would a designed pair need?

A: Within this model, a level inside a single open band with kd = nπ; a level mismatch below about 0.9Γ, if a tenth of Γ may remain; and a mean free path much longer than d. It would also need weak coupling to the lattice and no second electron. The numerical output below lists the values for each spacing and the main estimates for the neglected effects.

Calculated quantities

```
E0 above subband edge = 54.98 meV; k = 0.5236 1/nm
hbar v = 0.2100 eV nm; v = 3.190e+05 m/s
Gamma = 1.00 meV; g = 0.01449 eV nm^0.5
Gamma/E0 = 0.0182; Gamma d/(hbar v) = 0.0286
single-orbital population lifetime = 329.1 fs
Complex energies minus E0, in meV (shift, half-width):
d/nm state | wide-band | resonance equation | chain
   3 even | +1.000, 1.000 | +1.013, 0.968 | +1.021, 0.971
   3 odd  | -1.000, 1.000 | -1.015, 1.004 | -1.024, 1.017
   4 even | +0.866, 0.500 | +0.861, 0.474 | +0.865, 0.472
   4 odd  | -0.866, 1.500 | -0.886, 1.524 | -0.891, 1.543
   6 even | +0.000, 0.000 | -0.000, 0.000 | -0.009, 0.002
   6 odd  | -0.000, 2.000 | +0.040, 2.059 | +0.051, 2.077
  12 even | -0.000, 2.000 | +0.045, 2.127 | +0.063, 2.146
  12 odd  | +0.000, 0.000 | -0.000, 0.000 | -0.016, 0.000
d = 6 nm: orbital share Z = 0.9722
Populations averaged over 1200 to 1500 fs (formula, chain):
even start, on orbitals: 0.9452, 0.9444
even start, wave between: 0.0270, 0.0277
one-orbital start, both orbitals: 0.4726, 0.4723
d = 12 nm, odd start, on orbitals: 0.8948, 0.8927
Level mismatch 1.2 meV: dark half-width/meV: formula 0.200, resonance eq. 0.193, chain 0.191
mismatch leaving 0.1 Gamma = 0.872 meV
mismatch 20 meV: half-widths 1.000, 1.000 meV
Neglected effects, from rough input values:
300 K: mobility 200 cm2/Vs, tau 21.6 fs, path 6.9 nm
  dark half-width 0.353 Gamma; kT = 25.85 meV
4 K: mobility 1000 cm2/Vs, tau 108.0 fs, path 34.5 nm
  dark half-width 0.083 Gamma; kT = 0.34 meV
spacing error 0.2 nm: dark half-width 0.0055 Gamma
valley splitting 2 meV: dark half-width 8.31e-04 Gamma
hard-wall wire 3 nm: other valleys open at 87.2 meV, next subband at 136.2 meV
oxide barrier 3.1 eV, mass 0.4, prefactor 1.0 eV: decay 5.70 1/nm, depth 0.61 nm
direct tunnelling over d = 1.4e-15 eV
oxide field 5 MV/cm: level shift 0.30 eV; 0.05 nm depth difference gives 25 meV mismatch
Coulomb repulsion between orbitals (permittivity 7.8) = 30.8 meV
lattice relaxation 0.5 eV, phonon 60 meV: Huang-Rhys number 8.3, zero-phonon share 2.4e-04
```
